# Mesh error of exact exchange with a spherically truncated Coulomb kernel, part 2

Exact exchange is summed on a regular mesh of $N_k$ points with the Coulomb potential cut off at a radius $R_c$. The question is how fast the error falls as the mesh grows. Algebra is in atomic units, numbers are in eV and ångström, and energies are per primitive cell (volume $\Omega$) and spin. The Bloch orbitals $\phi_{n\mathbf k}$ belong to one fixed Hamiltonian, with $N_{\mathrm{occ}}$ occupied bands. For the infinite crystal,

$$\rho_{\mathbf k}(\mathbf r,\mathbf r')=\sum_{n\,\mathrm{occ}}\phi_{n\mathbf k}(\mathbf r)\phi^*_{n\mathbf k}(\mathbf r'),\qquad \rho(\mathbf r,\mathbf r')=\Omega\int_{\mathrm{BZ}}\frac{d^3k}{(2\pi)^3}\,\rho_{\mathbf k}(\mathbf r,\mathbf r').\tag{1}$$

$$E_\infty=-\frac12\int d^3s\,\frac{P(\mathbf s)}{s},\qquad P(\mathbf s)=\int_{\mathrm{cell}}d^3r\,|\rho(\mathbf r,\mathbf r+\mathbf s)|^2 .\tag{2}$$

The mesh defines a supercell of volume $V=N_k\Omega$ with lattice vectors $\mathbf T$, the shortest nonzero one of length $d$, and reciprocal vectors $\mathbf Q$; $\mathbf G$ are the primitive reciprocal vectors. The mesh energy is

$$E_N=-\frac1{2V}\sum_{\mathbf Q}v(Q)\,W(\mathbf Q),\tag{6}$$

$$W(\mathbf Q)=\frac1{N_k}\sum_{\mathbf k}\sum_{n,m\,\mathrm{occ}}\left|\int_{\mathrm{cell}}d^3r\,\phi^*_{m\mathbf k'}e^{i\mathbf Q\cdot\mathbf r}\phi_{n\mathbf k}\right|^2,\qquad \mathbf k'\equiv\mathbf k+\mathbf Q \pmod{\mathbf G}.\tag{5}$$

Here $v$ is the truncated kernel $v_c$, whose value at $q=0$ is also $\int_{s<R_c}d^3s/s$:

$$v_c(q)=2\pi R_c^2\left(\frac{\sin y}{y}\right)^2,\qquad y=\frac{qR_c}{2}.\tag{8}$$

$$v_c(q)=2\pi R_c^2\left[1-\frac{(qR_c)^2}{12}+O\!\left((qR_c)^4\right)\right],\qquad v_c(0)=2\pi R_c^2 .\tag{9}$$

$$R_c=\left(\frac{3N_k\Omega}{4\pi}\right)^{1/3}.\tag{10}$$

For a simple cubic supercell of edge $L$, $R_c=cL$ with $c=(3/4\pi)^{1/3}=0.6204$.

The mesh density matrix is a sum of copies of $\rho$ displaced by $\mathbf T$. Its hole $P_N(\mathbf s)$ is the sum of all $P(\mathbf s+\mathbf T)$ plus $C(\mathbf s)$, the interference between different copies $\mathbf T\ne\mathbf T'$. The exact error is

$$E_N-E_\infty=E_{\mathrm{tail}}-E_{\mathrm{image}}-E_{\mathrm{cross}},\tag{14}$$

$$E_{\mathrm{tail}}=\frac12\int_{s>R_c}\!\!d^3s\,\frac{P(\mathbf s)}s,\quad E_{\mathrm{image}}=\frac12\sum_{\mathbf T\ne0}\int_{s<R_c}\!\!d^3s\,\frac{P(\mathbf s+\mathbf T)}s,\quad E_{\mathrm{cross}}=\frac12\int_{s<R_c}\!\!d^3s\,\frac{C(\mathbf s)}s .$$

## 6. Exponential decay: three exponents

Assume $|\rho(\mathbf r,\mathbf r+\mathbf s)|\le Ae^{-\kappa s}$, so that $P(\mathbf s)\le\Omega A^2e^{-2\kappa s}$, and assume $R_c<d$.

For the tail, $\int_{R}^\infty se^{-2\kappa s}ds=e^{-2\kappa R}(1+2\kappa R)/4\kappa^2$ by parts, so

$$E_{\mathrm{tail}}\le\frac{\pi\Omega A^2}{2\kappa^2}\,(1+2\kappa R_c)\,e^{-2\kappa R_c}.\tag{15}$$

For the image term, $|\mathbf s+\mathbf T|\ge T-R_c$ inside the sphere, and $\frac12\int_{s<R_c}d^3s/s=\pi R_c^2$ by (9). Taking out the factor of the shortest vectors,

$$E_{\mathrm{image}}\le\pi\Omega A^2R_c^2\,e^{-2\kappa(d-R_c)}\sum_{\mathbf T\ne0}e^{-2\kappa(T-d)}.\tag{16}$$

When the supercell grows at fixed shape, each term of the last sum stays at one or decreases, so the sum is bounded and tends to the number of shortest vectors.

For the cross term the exponent is $\kappa(|\mathbf s+\mathbf T|+|\mathbf s+\mathbf T'|)$. The triangle inequality bounds the bracket from below in two ways: by $|\mathbf T-\mathbf T'|\ge d$, and by $T+T'-2R_c$. Therefore

$$|E_{\mathrm{cross}}|\le\pi\Omega A^2R_c^2\,e^{-\kappa d}\sum_{\mathbf T\ne\mathbf T'}e^{-\kappa\max(0,\;T+T'-2R_c-d)}.\tag{17}$$

Only a finite number of pairs, fixed by the shape, have $T+T'\le 2R_c+d$. The remaining terms form a convergent sum that decreases as the cell grows.

The order of the exponents $2\kappa R_c$, $\kappa d$ and $2\kappa(d-R_c)$ depends on whether $R_c$ exceeds $d/2$, and with (10) it always does. A point with $s\le d/2$ has $|\mathbf s+\mathbf T|\ge d-s\ge s$, so it is at least as close to the origin as to any other lattice point and lies in the Wigner–Seitz cell of the superlattice. A ball of radius at most $d/2$ is thus contained in a polyhedron of volume $V$, and a ball cannot fill a polyhedron, so its volume is less than $V$. The ball of volume $V$ has $R_c>d/2$, and

$$2\kappa(d-R_c)<\kappa d<2\kappa R_c .\tag{18}$$

The ratio is $R_c/d=(3V/4\pi d^3)^{1/3}$. For a simple cubic superlattice $V=d^3$. For bcc with cube edge $b$, $V=b^3/2$ and $d=\sqrt3\,b/2$, so $V=4d^3/3\sqrt3$. For fcc, $V=b^3/4$ and $d=b/\sqrt2$, so $V=d^3/\sqrt2$.

| superlattice | $R_c/d$ | tail, $2R_c/d$ | image, $2(1-R_c/d)$ |
|---|---|---|---|
| sc | 0.6204 | 1.2407 | 0.7593 |
| bcc | 0.5685 | 1.1371 | 0.8629 |
| fcc | 0.5527 | 1.1053 | 0.8947 |

The last two columns are exponents in units of $\kappa d$, in which the cross term has exponent one. At equal volume, that is at equal $R_c$, the fcc superlattice has the largest $d$ of the three and also the largest image exponent per unit $d$.

Equations (15) to (17) are upper bounds. They give the actual rates only if $\rho$ decays as slowly as $e^{-\kappa s}$ in the directions that matter, which for image and cross terms are those of the shortest $\mathbf T$. The powers $R_c$ and $R_c^2$ in front are crude, and the true powers decide which term is largest at a finite mesh. Section 8 derives them for a model.

Nothing in (15) to (17) used (10). As a function of a free radius $R<d$ the slowest guaranteed exponent is $\kappa\min(2R,\,d,\,2(d-R))$, which is largest, and equal to $\kappa d$, at $R=d/2$. Truncation on the Wigner–Seitz cell of the superlattice gives the same guaranteed exponent, since every point outside the cell has $s\ge d/2$, and every point inside has $|\mathbf s+\mathbf T|\ge d/2$ for $\mathbf T\neq0$. These statements compare exponents only.

The condition $R_c<d$ fails for elongated supercells. For edges $d,d,\gamma d$ one has $R_c/d=c\,\gamma^{1/3}$, which reaches one at $\gamma=c^{-3}=4\pi/3$. Beyond that, the centres of copies of the hole lie inside the sphere. Once $R_c-T$ exceeds the size of the hole, the copy centred at distance $T$ is wholly inside and adds about $N_{\mathrm{occ}}/2T$ to $E_{\mathrm{image}}$. Equation (14) still holds, but the error is then of order $1/d$.

## 7. The decay constant in one dimension

The model below is built from a one-dimensional band, for which $\kappa$ and the power in front of the exponential can be derived. Take $-\frac12\psi''+U(x)\psi=E\psi$ with real $U$ of period $a$. Let $y_1,y_2$ be the solutions with $(y,y')=(1,0)$ and $(0,1)$ at $x=0$. The matrix that carries $(\psi,\psi')$ from $0$ to $a$ has columns $(y_i(a),y_i'(a))$, and its determinant is one because the Wronskian is constant. Its eigenvalues are therefore $\lambda^{\pm1}=e^{\pm ika}$, and half the trace gives the Hill discriminant,

$$\cos ka=\Delta(E)=\tfrac12\left[y_1(a;E)+y_2'(a;E)\right].\tag{19}$$

$\Delta$ is an entire function of $E$. Across the lowest band it falls from $1$ to $-1$. In the first gap it is below $-1$ and returns to $-1$ at the bottom of the second band, so it has a minimum at some $E_*$. In the gap $k=\pi/a-i\eta$ with $\cos ka=-\cosh\eta a$, and the largest $\eta$ is

$$\cosh\kappa a=-\Delta(E_*).\tag{20}$$

At $k_*=\pi/a-i\kappa$, (19) reads $-a\sin(k_*a)(k-k_*)\approx\frac12\Delta''(E_*)(E-E_*)^2$ with $\sin k_*a=i\sinh\kappa a\ne0$, so $E-E_*\propto(k-k_*)^{1/2}$, a square-root branch point.

This point and its mirror image $k_*^*$ are the only singularities of the lowest band. Branch points of $E(k)$ are zeros of $\Delta'$. The zeros $E_j$ of $\Delta$ are real, since $\Delta=0$ means real $k$ and hence an energy in the spectrum. At large $|E|$, $\Delta$ grows like $\cos(a\sqrt{2E})$, slowly enough that it is a constant times a product of linear factors over its zeros, and $\Delta'/\Delta=\sum_j(E-E_j)^{-1}$. For complex $E$ all terms have an imaginary part of the same sign, so $\Delta'$ has only real zeros. For real $E$ the derivative of this sum is negative, so there is exactly one zero between successive $E_j$ and none below the first. The zero between the first two $E_j$ is $E_*$, and the minimum there is simple. The critical values of $\Delta$ are real, and the real branch that contains the lowest band, $-\infty<E<E_*$, maps onto $\Delta>\Delta(E_*)$ with no critical point. The band therefore continues analytically everywhere except on the cuts where $\cos ka\le\Delta(E_*)$, which are $k=\pi/a\mp i(\kappa+\eta)$ with $\eta\ge0$.

Let $\psi_\pm$ be the solutions with multipliers $\lambda^{\pm1}$. For real $k$, $\psi_-\propto\psi_+^*$, so the projector kernel and its continuation are

$$\rho_k(x,x')=\frac{\psi_+(x)\psi_-(x')}{\mathcal N},\qquad\mathcal N=\int_0^a\psi_+\psi_-\,dx .$$

To find $\mathcal N$, differentiate the equation for $\psi_+$ with respect to $E$ (a dot): $-\frac12\dot\psi_+''+(U-E)\dot\psi_+=\psi_+$. Multiply by $\psi_-$ and subtract $\dot\psi_+$ times the equation for $\psi_-$:

$$\psi_+\psi_-=-\tfrac12\frac{d}{dx}\left(\dot\psi_+'\psi_--\dot\psi_+\psi_-'\right).$$

From $\psi_+(x+a)=\lambda\psi_+(x)$ follows $\dot\psi_+(x+a)=\lambda\dot\psi_+(x)+\dot\lambda\psi_+(x)$, and $\psi_-(x+a)=\lambda^{-1}\psi_-(x)$. The bracket changes over one period by $(\dot\lambda/\lambda)w=ia\,(dk/dE)\,w$, with $w=\psi_+'\psi_--\psi_+\psi_-'$. So

$$\mathcal N=-\frac{ia}{2}\,w\,\frac{dk}{dE}.\tag{21}$$

For free waves $e^{\pm ikx}$, $w=2ik$ and $dk/dE=1/k$, and (21) gives $\mathcal N=a$. At $E_*$ the multipliers differ, so $w\ne0$ and $\psi_\pm$ are analytic in $E$, while $dk/dE\propto E-E_*\propto(k-k_*)^{1/2}$. Thus $\mathcal N$ vanishes at the branch point and $\rho_k\propto(k-k_*)^{-1/2}$.

For $s>0$ the integrand of $\rho_1(x,x+s)=(a/2\pi)\int_0^{2\pi/a}\rho_k\,dk$ contains $e^{-iks}$ times cell-periodic functions, and it decays in the lower half plane. Push the contour down. The vertical sides cancel by periodicity in $k$, and the contour wraps the cut $k=k_*-i\eta$. The jump across the cut contains the odd powers of $\eta^{1/2}$, beginning with $\eta^{-1/2}$, and $\int_0^\infty\eta^{-1/2}e^{-\eta s}d\eta=\sqrt{\pi/s}$. With $\psi_\pm$ taken at $E_*$, where they are real,

$$\rho_1(x,x+s)=\frac{B}{\sqrt s}\,\psi_+(x)\psi_-(x+s)\left[1+O(1/s)\right],\qquad\psi_-(x+a)=-e^{-\kappa a}\psi_-(x),\tag{22}$$

with $B$ a constant and $\lambda=e^{ik_*a}=-e^{\kappa a}$. The density matrix falls as $s^{-1/2}e^{-\kappa s}$ and changes sign from cell to cell. Squaring and integrating over $x$,

$$P_1(s)=\int_0^a|\rho_1(x,x+s)|^2dx\simeq p(s)\,\frac{e^{-2\kappa s}}{s},\qquad p(s+a)=p(s)\ge0 .\tag{23}$$

## 8. Model insulator

### The model

Take $U(\mathbf r)=-2V_1\sum_{i}\cos(2\pi x_i/a)$ on a simple cubic lattice, with the round parameters $a=4$ Å and $V_1=2$ eV, and fill the lowest band, one electron per cell and spin. Energies per cell and spin are then energies per electron. The orbitals are products of one-dimensional ones, so $\rho=\rho_1\rho_1\rho_1$, $P(\mathbf s)=P_1(s_x)P_1(s_y)P_1(s_z)$ with $\int P_1ds=1$, and on an $n\times n\times n$ mesh $W=W_1W_1W_1$, with $L=d=na$. The decay $e^{-\kappa(|s_x|+|s_y|+|s_z|)}$ is slowest along the cube axes, which are the directions of the shortest $\mathbf T$, and it lies below $e^{-\kappa s}$, so Section 6 applies with the $\kappa$ of (20).

Diagonalizing the one-dimensional Hamiltonian in 21 plane waves at $k=0$ and $k=\pi/a$ gives a band width of 0.9519 eV and a gap of 3.9554 eV. The highest occupied three-dimensional level has all three factors at the top of the first band. The lowest empty one has one factor at the bottom of the second band and two at the bottom of the first. The gap is $3.9554-2\times0.9519=2.05$ eV, so the model is an insulator. Integrating the differential equation over one period with an adaptive Runge–Kutta method and minimizing (19) in the gap gives $\Delta(E_*)=-1.96583$. Then

$$\kappa a=\ln\!\left(1.96583+\sqrt{1.96583^2-1}\right)=\ln 3.6583=1.2970,\qquad\kappa=0.3242\ \text{Å}^{-1}.$$

### Powers in front of the exponentials

*Image.* For $\mathbf T=-L\hat{\mathbf x}$ the integrand is $P_1(L-s_x)P_1(s_y)P_1(s_z)/s$, where $P_1$ is even. It grows with $s_x$ as $e^{2\kappa s_x}$ and is concentrated within about $1/2\kappa$ of the pole $s_x=R_c$, with transverse extent of order $a$. There the surface of the sphere is $s_x\approx R_c-s_\perp^2/2R_c$, flat to relative order $\kappa a^2/R_c$ in the integrand, and $1/s\approx1/R_c$. The transverse integrals give one. With six poles, the factor $\frac12$ and (23),

$$E_{\mathrm{image}}\simeq\frac{3\,\bar p(L-R_c)}{2\kappa\,R_c\,(L-R_c)}\,e^{-2\kappa(L-R_c)},\qquad\bar p(\ell)=2\kappa\int_0^\infty p(\ell+u)\,e^{-2\kappa u}du .\tag{24}$$

The factor $\bar p$ is periodic in $\ell$ with period $a$. Since $L-R_c=(1-c)na$ is not a multiple of $a$, it modulates the law $n^{-2}e^{-2(1-c)\kappa an}$. The next images, at $(\pm L,\pm L,0)$, have exponent $2\kappa(2L-s_x-s_y)\ge2\kappa(2-\sqrt2c)L$, about three times larger.

*Tail.* Outside the sphere $|s_x|+|s_y|+|s_z|$ is smallest at the same six poles, where it equals $R_c$. The same steps give

$$E_{\mathrm{tail}}\simeq\frac{3\,\bar p(R_c)}{2\kappa R_c^2}\,e^{-2\kappa R_c}\propto n^{-2}e^{-2c\kappa an}.\tag{25}$$

*Cross.* The leading pairs join the central copy to one of its six neighbours. Along one axis they give $C_1(s)=2\int_0^a\rho_1(x,x+s)\left[\rho_1(x,x+s+L)+\rho_1(x,x+s-L)\right]dx$, and

$$E_{\mathrm{cross}}\simeq\frac32\int_{-R_c}^{R_c}ds\,C_1(s)\,\omega(s),\qquad\omega(s)=\iint\frac{P_1(y)P_1(z)\,dy\,dz}{\sqrt{s^2+y^2+z^2}},$$

where $\omega$ is finite at $s=0$ and tends to $1/|s|$. The two terms of $C_1$ are mirror images, so consider the first. By (22), $\rho_1(x,x+s+L)\simeq B(L+s)^{-1/2}(-1)^ne^{-\kappa L}\psi_+(x)\psi_-(x+s)$. For $s>0$ the product with $\rho_1(x,x+s)$ falls as $e^{-2\kappa s}$. For $s<0$ the factor $\psi_-(x+s)$ grows as fast as $\rho_1(x,x+s)\simeq B|s|^{-1/2}\psi_+(x+s)\psi_-(x)$ decays, and the integrand becomes

$$2B^2(-1)^ne^{-\kappa L}\,\frac{g(s)}{|s|^{3/2}(L-|s|)^{1/2}},\qquad g(s)=\int_0^af(x)f(x+s)\,dx,\quad f=\psi_+\psi_- ,$$

with $f$ and $g$ periodic and bounded. The weight $|s|^{-3/2}$ is integrable at large $|s|$, so the integral is dominated by $|s|\ll L$, where $(L-|s|)^{-1/2}\to L^{-1/2}$. The mean of $g$ is $\mathcal N^2/a=0$ by (21), which suppresses the region of large $|s|$ further. Hence

$$E_{\mathrm{cross}}\simeq K\,(-1)^n\,n^{-1/2}e^{-\kappa an},\tag{26}$$

with $K$ independent of $n$; the law presumes $K\neq0$. The ratio of (24) to (26) goes as $n^{-3/2}e^{(2c-1)\kappa an}$. It first falls, has a minimum at $n=3/[2(2c-1)\kappa a]$ apart from the modulation, and grows only after that.

### How the numbers are made

The one-dimensional orbitals have real plane-wave coefficients $c_j$ on the wave numbers $2\pi j/L$, each integer $j$ belonging to the mesh point $j \bmod n$, with $\sum c_j^2=1$ within each class. Equation (5) becomes $W_1(2\pi m/L)=n^{-1}\sum_{\text{classes}}\big(\sum_{j\in\text{class}}c_jc_{j+m}\big)^2$, and (6) is summed with (8) over $|m|\le7n$ in each direction. This was done for $n\le12$.

The infinite crystal is represented by a one-dimensional mesh of 64 points, whose images lie $64a$ away, with $\rho_1$ tabulated at spacing $a/128$ and the cell integral taken on 32 points. With $1/s=(2/\sqrt\pi)\int_0^\infty e^{-t^2s^2}dt$, the three directions separate in (2):

$$E_\infty=-\frac1{\sqrt\pi}\int_0^\infty F(t)^3dt,\qquad F(t)=\int P_1(s)\,e^{-t^2s^2}ds .$$

$F$ was summed on the grid for $t<1/a$ and from the Fourier series of $P_1$ for $t>1/a$, and the $t$ integral was done by Gauss–Legendre quadrature. The result is $E_\infty=-0.18546811$ Ha $=-5.046844$ eV per electron; the digits describe the model and are kept because small differences from it are wanted. A least-squares line through $\ln[jP_1(ja)]$ for $j=8,\dots,16$ has slope $-2.5922$ per cell, to be compared with $2\kappa a=2.5940$ in (23).

For the three terms of (14), the one-dimensional mesh function is split as $P_1+\delta_1+C_1$, with $\delta_1$ the sum of shifted copies of $P_1$ and $C_1$ the remainder. The three-dimensional image integrand is $\prod(P_1+\delta_1)-\prod P_1$ and the cross integrand is $\prod(P_1+\delta_1+C_1)-\prod(P_1+\delta_1)$, both expanded so that no large terms are subtracted. They were interpolated by cubic splines and integrated by Gauss–Legendre quadrature in spherical coordinates, the tail over $R_c<s<R_c+8a$.

For an exponentially decaying density matrix the guaranteed exponent is largest for the tail and smallest for the image term, and the model insulator now has an asymptotic law for each of the three terms. The computed errors of the model, the electron gas and the consequences for implementation remain.
